\section*{Why a sparsely reactive sphere can capture at nearly full rate}

\section{A sphere that absorbs everywhere}

Let point particles diffuse with coefficient $D$ around a fixed sphere of radius $R$. They do not interact with one another and feel no force. Far away their concentration is held at $c_\infty$. Suppose first that every contact with the sphere removes the particle. In the steady state the concentration depends on the distance $r$ from the centre alone, and conservation of particles gives
\begin{equation}
\frac{d}{dr}\left(r^2\frac{dc}{dr}\right)=0,
\qquad c(R)=0,\qquad c(\infty)=c_\infty .
\end{equation}
Two integrations give $c=A+B/r$. The far condition sets $A=c_\infty$, and the surface condition sets $B=-c_\infty R$. Hence
\begin{equation}
c(r)=c_\infty\left(1-\frac{R}{r}\right).
\end{equation}
The inward flux density is $D\,dc/dr=Dc_\infty R/r^2$. Multiplied by the area $4\pi r^2$, it gives the capture rate $4\pi DRc_\infty$. The rate constant, defined throughout as capture rate divided by $c_\infty$, is therefore
\begin{equation}
k_0=4\pi DR .
\end{equation}

Now make the sphere reflecting, except for $N$ perfectly absorbing discs of radius $a\ll R$, spread evenly over it. They cover the area fraction
\begin{equation}
f=\frac{N\pi a^2}{4\pi R^2}=\frac{Na^2}{4R^2}.
\end{equation}
If each particle had one chance to react, the rate would be $fk_0$. With $f$ below one per cent, such a sphere would be almost inert. The fully absorbing sphere already contains the reason why this is wrong: a diffusing particle near a surface is very likely to touch it again.

\section{A miss is followed by many more tries}

Let $h(r)$ be the probability that a particle now at distance $r$ ever touches the sphere. Draw a small ball around the particle. By symmetry the particle leaves the ball at a uniformly distributed point of its surface, so $h$ at the centre equals the average of $h$ over that surface. A function with this property obeys Laplace's equation. Its radial solution with $h(R)=1$ and $h(\infty)=0$ is
\begin{equation}
h(r)=\frac{R}{r}.
\end{equation}

Consider a particle that has struck the reflecting part and has then moved to a height $a$ above the surface. This height is a useful unit, because a particle returning from it typically lands a distance of order $a$ or more from its last contact. That is far enough to turn a miss into a hit. The probability of escaping without another contact is
\begin{equation}
e=1-\frac{R}{R+a}=\frac{a}{R+a}.
\end{equation}
If no contact were absorbing, the number of returns before escape would have the distribution $(1-e)^n e$, with mean
\begin{equation}
\frac{1-e}{e}=\frac{R/(R+a)}{a/(R+a)}=\frac{R}{a}.
\end{equation}
For $R=1\,\mu\mathrm m$ and $a=0.001\,\mu\mathrm m$ this is a thousand returns.

Each return finds a disc with a probability of order $f$. The expected number of hits, if hits did not end the walk, is then of order
\begin{equation}
f\,\frac{R}{a}=\frac{Na^2}{4R^2}\,\frac{R}{a}=\frac{Na}{4R}.
\label{eq:tries}
\end{equation}
Capture becomes likely when this number reaches order one. The relevant quantity is thus the summed radius of the discs compared with $R$, and not their summed area compared with that of the sphere. The height $a$ was chosen only as an order of magnitude, and successive landing points are correlated, so this argument gives the scaling but not the numerical factor. The factor follows from the diffusion equation.

\section{The capture rate of one disc}

Near a disc much smaller than the sphere, the surface looks like a flat reflecting wall. Let the concentration far from the disc, on the scale of $a$, be $c_{\rm loc}$, and let $u=c_{\rm loc}-c$ be the deficit caused by absorption.

A point on the wall that absorbs $q$ particles per unit time draws them through hemispheres of area $2\pi s^2$, where $s$ is the distance from the point. The deficit falls with distance, so
\begin{equation}
-2\pi s^2D\frac{du}{ds}=q,
\qquad
u(s)=\frac{q}{2\pi Ds}.
\label{eq:point}
\end{equation}
This field is radial. It has no component through the wall at any other point, as reflection requires.

A disc is a collection of such points. Their strengths must be chosen so that the concentration vanishes everywhere on the disc, which means that $u$ must be constant there. Try the absorbed flux density
\begin{equation}
\sigma(\rho)=\frac{q}{2\pi a\sqrt{a^2-\rho^2}},
\end{equation}
where $\rho$ is the distance from the disc centre. Its total is
\begin{equation}
\int_0^a2\pi\rho\,\sigma\,d\rho
=\frac{q}{a}\Bigl[-\sqrt{a^2-\rho^2}\Bigr]_0^a=q .
\end{equation}

To find the deficit at a point $P$ of the disc, use polar coordinates $(s,\varphi)$ centred on $P$. The area element $s\,ds\,d\varphi$ cancels the $1/s$ in Eq.~(\ref{eq:point}):
\begin{equation}
u(P)=\frac{1}{2\pi D}\int_0^{2\pi}d\varphi\int\sigma\,ds .
\end{equation}
The directions $\varphi$ and $\varphi+\pi$ together form a complete chord through $P$. Let this chord pass at distance $p$ from the disc centre, and let $t$ measure position along it from its midpoint. Then $\rho^2=p^2+t^2$. With the half-length $L=\sqrt{a^2-p^2}$ we have $a^2-\rho^2=L^2-t^2$, and
\begin{equation}
\int_{-L}^{L}\frac{dt}{\sqrt{L^2-t^2}}
=\left[\arcsin\frac tL\right]_{-L}^{L}=\pi .
\end{equation}
The value is the same for every chord. The remaining angle runs over $\pi$, so
\begin{equation}
u(P)=\frac{1}{2\pi D}\,\pi\,\frac{q}{2\pi a}\,\pi=\frac{q}{4Da},
\end{equation}
independent of $P$. The trial density is therefore the right one. No second bounded solution exists: the difference of two such solutions would vanish on the disc and at infinity and have no flux through the rest of the wall. Call this difference $w$. It obeys Laplace's equation, so $\nabla\cdot(w\nabla w)=|\nabla w|^2$, and the divergence theorem turns $\int|\nabla w|^2\,dV$ into the boundary integral of $w\,\partial_n w$. This vanishes on the disc because $w=0$, on the rest of the wall because $\partial_n w=0$, and on a distant hemisphere because $w$ falls at least as $1/s$. A thin tube around the rim also contributes nothing as it shrinks, because a bounded $w$ vanishes there as the square root of the distance from the rim. Hence $\nabla w=0$ everywhere, and $w=0$.

Zero concentration on the disc means $u=c_{\rm loc}$, hence
\begin{equation}
q=4Da\,c_{\rm loc}.
\label{eq:disc}
\end{equation}
The rate grows as the radius. The concentration changes by $c_{\rm loc}$ over a distance of order $a$, so the flux density is of order $Dc_{\rm loc}/a$, and the area contributes $a^2$. Dividing a fixed absorbing area into smaller discs thus increases its total capture rate, as long as the discs do not deplete one another's surroundings.

\section{Many discs share one supply}

They do deplete them, and this keeps the total below $k_0$. The field around the sphere has two parts with different ranges. Close to the surface it varies from disc to disc. To see how far this variation reaches, treat the surface locally as flat and the pattern as periodic with period $\ell$. A ripple $\cos(2\pi x/\ell)\,g(z)$ at height $z$ obeys Laplace's equation if
\begin{equation}
g''=\left(\frac{2\pi}{\ell}\right)^2g,
\qquad g\propto e^{-2\pi z/\ell},
\end{equation}
where the growing solution is discarded. At $z=\ell$ the ripple has shrunk by $e^{-2\pi}\approx0.002$. A numerical multi-disc solution for 400 discs shows this fading. In it each disc acts on other points as a point sink on the curved sphere, and on itself through the deficit $q/(4Da)$ plus a curvature term. Among the points examined, the largest departure from a radial field was about $0.1\,c_\infty$ at one tenth of a disc spacing above the surface, a height of only about $2a$, where the point-sink form somewhat overstates the deficit, and $0.0008\,c_\infty$ at one spacing.

Beyond this thin layer the field is radial. Let $c_s$ be its value when continued down to $r=R$. The solution $A+B/r$ with $c(\infty)=c_\infty$ and $c(R)=c_s$ is
\begin{equation}
c(r)=c_\infty-(c_\infty-c_s)\frac Rr ,
\end{equation}
and the total inflow is
\begin{equation}
J=4\pi r^2D\frac{dc}{dr}=4\pi DR\,(c_\infty-c_s).
\label{eq:outer}
\end{equation}
If the discs are small compared with their spacing, each one sees, to leading order, the local concentration $c_{\rm loc}=c_s$. This is a mean-field step: the other discs enter through their common effect on $c_s$. Equation~(\ref{eq:disc}) then gives
\begin{equation}
J=4DNa\,c_s .
\label{eq:inner}
\end{equation}
In the steady state the two flows are equal. Dividing both by $4D$ gives
\begin{align}
\pi R\,(c_\infty-c_s)&=Na\,c_s,\\
\pi R\,c_\infty&=(Na+\pi R)\,c_s,\\
\frac{c_s}{c_\infty}&=\frac{\pi R}{Na+\pi R}.
\label{eq:cs}
\end{align}
Inserting this in Eq.~(\ref{eq:inner}) and dividing by $c_\infty$ yields
\begin{equation}
k=\frac{J}{c_\infty}=4\pi DR\,\frac{Na}{Na+\pi R}.
\label{eq:main}
\end{equation}

The reciprocal shows the structure:
\begin{equation}
\frac1k=\frac{Na+\pi R}{4\pi DR\,Na}
=\frac{1}{4\pi DR}+\frac{1}{4DNa}.
\label{eq:series}
\end{equation}
These are two resistances in series. The first belongs to the journey from far away to the neighbourhood of the sphere, the second to the search for a disc once there. If $Na\ll\pi R$, the search dominates and $k\approx4DNa$: the discs act independently. If $Na\gg\pi R$, the journey dominates and $k\approx4\pi DR$. Further discs then gain little, because the supply is already nearly exhausted.

Half the full rate is reached at $Na=\pi R$, where the coverage is
\begin{equation}
f_{1/2}=\frac{a^2}{4R^2}\,\frac{\pi R}{a}=\frac{\pi a}{4R}.
\end{equation}
For general coverage, $N=4R^2f/a^2$ gives $Na/(\pi R)=4Rf/(\pi a)=f/f_{1/2}$, so
\begin{equation}
\frac{k}{k_0}=\frac{f}{f+f_{1/2}} .
\end{equation}
A small coverage is enough when it is large compared with $\pi a/(4R)$. It is the fineness of the discs that makes room for both conditions, $f\ll1$ and $f\gg f_{1/2}$.

\section{The same result as a probability}

Particles arriving from far away make their first contact at the rate $k_0c_\infty$, because until then it does not matter what the surface will do. By symmetry these contacts are uniformly distributed over the sphere. Let $P$ be the probability, averaged over this distribution, that the particle is eventually captured by a disc. Then $k=k_0P$, and Eq.~(\ref{eq:main}) gives
\begin{equation}
P=\frac{Na}{Na+\pi R},
\qquad
\frac{P}{1-P}=\frac{Na}{\pi R}.
\end{equation}
The odds of capture against escape are $4DNa$ to $4\pi DR$. They have the form found by counting tries in Eq.~(\ref{eq:tries}), with $\pi$ in place of the rough factor 4.

A random-walk simulation shows the accumulation of chances directly. It has 100 discs with $Na=\pi R$, and after each miss the particle restarts at the height $a/20$. Only 2.6 per cent of the particles are captured at their first contact (the exact value is the coverage, 2.47 per cent, and the sampling noise is 0.2), but 56 per cent are captured in the end, after a mean of about 280 contacts per particle, counting those that escape. The number of contacts depends on the chosen restart height; the capture probability should approach a limit as that height is reduced. The simulation uses neither the disc law nor the series formula. It agrees with a separate multi-disc solution, which gives 57 per cent, within the tested allowance of 0.04 in $P$. Equation~(\ref{eq:main}) gives 50 per cent here, and this shortfall has a definite origin.

\section{A disc does not compete with itself}

Smearing the absorbed flux over the whole sphere gives the surface deficit $J/(4\pi DR)$, by Eq.~(\ref{eq:outer}). That deficit places part of the smeared flux right around the disc under consideration. In an evenly spread pattern no other disc lies there, and the disc's true effect on itself is already counted in $q/(4Da)$, so this part must be removed. The step relies on the regular spacing: when discs are placed at random, neighbours do enter this region, and the correction is much smaller than the one derived below.

For evenly spread discs, assign to each a round cell of radius $b$ with area $\pi b^2=4\pi R^2/N$, so that $b=2R/\sqrt N$. A flux $q$ smeared uniformly over this cell produces at its centre, by Eq.~(\ref{eq:point}), the deficit
\begin{equation}
\int_0^b\frac{q}{\pi b^2}\,\frac{1}{2\pi Ds}\,2\pi s\,ds
=\frac{q}{\pi Db}.
\end{equation}
The contributions on a disc must add up to $c_\infty$, since the concentration there is zero. With $q=J/N$,
\begin{equation}
c_\infty=\frac{J}{4\pi DR}+\frac{J}{4DNa}-\frac{J}{\pi DNb}.
\end{equation}
Dividing by $J$ and taking the factor $1/(4DNa)$ out of the last two terms gives
\begin{equation}
\frac1k=\frac{1}{4\pi DR}
+\frac{1}{4DNa}\left(1-\frac{4a}{\pi b}\right),
\qquad
\frac ab=\frac{a\sqrt N}{2R}=\sqrt f .
\label{eq:cell}
\end{equation}
The search resistance is reduced by the factor $1-(4/\pi)\sqrt f$, so Eq.~(\ref{eq:main}) underestimates the rate for evenly spread discs, by about 1 to 12 per cent in the many-disc examples of this text. The correction goes as the square root of the coverage because it compares lengths, the disc radius and the cell radius.

The coefficient is an estimate, since the cells are not round and the neighbours are not smeared out. Summing the point sinks of a flat triangular array gives 1.41 instead of $4/\pi\approx1.27$. The multi-disc solution with 1600 discs gives 1.44, a value that still depends weakly on $N$; the test requires agreement within 20 per cent of the estimate.

The effect on $k$ is smaller than the effect on the search resistance. To first order, reducing one of two series resistances by a fraction $\varepsilon$ raises $k$ by $\varepsilon$ times that resistance's share of the total. From Eqs.~(\ref{eq:series}) and (\ref{eq:cs}) this share is
\begin{equation}
\frac{1/(4DNa)}{1/(4\pi DR)+1/(4DNa)}
=\frac{\pi R}{Na+\pi R}=\frac{c_s}{c_\infty},
\qquad
\frac{\delta k}{k}\approx\frac4\pi\sqrt f\;\frac{c_s}{c_\infty}.
\end{equation}

If $Na=\pi R$ is held fixed, then $f=\pi^2/(4N)$ and the error should fall as $1/\sqrt N$. For 100, 400 and 1600 discs the numerical $k/k_0$ is 0.565, 0.530 and 0.515. The excess over 0.5 roughly halves each time $N$ is quadrupled. These values are for evenly spread discs. For non-overlapping discs placed at random, the multi-disc values are about 0.534, 0.510 and 0.503: the excess is smaller and falls faster than $1/\sqrt N$.

\section{Less than one per cent of the surface}

Take the round values $R=1\,\mu\mathrm m$, $a=0.001\,\mu\mathrm m$ and $D=1000\,\mu\mathrm m^2/\mathrm s$. The full rate constant is $k_0=12566\,\mu\mathrm m^3/\mathrm s$, and by Eq.~(\ref{eq:main}) half of it requires about 3142 discs, covering 0.079 per cent of the surface; the multi-disc solution for evenly spread discs reaches half at about 3020. For other numbers of discs:

\begin{center}
\begin{tabular}{rrrr}
$N$ & coverage (\%) & Eq.~(\ref{eq:main}) & multi-disc\\
1000 & 0.025 & 0.241 & 0.246\\
3000 & 0.075 & 0.488 & 0.499\\
10000 & 0.250 & 0.761 & 0.774\\
30000 & 0.750 & 0.905 & 0.916
\end{tabular}
\end{center}

The last two columns are $k/k_0$. The multi-disc values add the deficits produced by all discs on the curved sphere, assuming equal disc fluxes and averaging over a sample of discs.

For $N=30000$ the arithmetic is
\begin{equation}
\frac{Na}{\pi R}=\frac{30}{\pi}=9.55,
\qquad
\frac{k}{k_0}=\frac{9.55}{10.55}=0.905 ,
\end{equation}
so that $k=0.905\times12566\approx1.14\times10^4\,\mu\mathrm m^3/\mathrm s$, or $6.9\times10^{12}\,\mathrm{L\,mol^{-1}\,s^{-1}}$. Isolated discs would add up to $30000\times4=120000\,\mu\mathrm m^3/\mathrm s$, more than nine times the rate at which particles can reach the sphere. The resolution is depletion: $c_s/c_\infty=0.095$, and $0.095\times120000$ restores the result above.

The cell correction multiplies the search resistance by 0.890. This gives $k/k_0=1/(1+0.890/9.55)=0.915$, close to the multi-disc value 0.916. The uncorrected formula is about 1.2 per cent below the multi-disc value.

Now gather the same 0.75 per cent of area into 300 discs of radius $0.01\,\mu\mathrm m$. The summed radius falls tenfold, from 30 to $3\,\mu\mathrm m$, and Eq.~(\ref{eq:main}) gives $k/k_0=0.49$; the multi-disc value is 0.52. Equal coverage does not mean equal capture.

\section{Where the argument stops}

The derivation needs discs spread over the whole sphere. If 400 discs with $Na=\pi R$ are bunched on 5 per cent of the surface, the numerical rate is $0.17\,k_0$, against $0.53\,k_0$ when they are spread out. The concentration then varies over distances comparable with the size of the bunch, so no single $c_s$ describes the sphere. The discs compete for the supply to one small region.

For a few small discs the mean-field step loses its basis, although the rate stays close to the formula because the search resistance dominates. For one small disc the leading term $4Da$ remains right, but the added resistance $1/(4\pi DR)$ comes from a smooth radial field that one disc does not create. The curvature of the sphere gives instead the correction $[\ln(2a/R)-3/2]/(4\pi DR)$ to the resistance, which has the opposite sign. With $a=0.001R$ the formula is then only about 0.3 per cent low. At large coverage the discs are no longer small compared with their spacing, and the expansion in $\sqrt f$ loses its basis.

Finally, the discs must absorb on contact. A site with a finite chemical rate constant adds, approximately, a further resistance in series, which is negligible only if that constant is large compared with $4Da$, or $2.4\times10^{9}\,\mathrm{L\,mol^{-1}\,s^{-1}}$ in the example above. With $10^{8}\,\mathrm{L\,mol^{-1}\,s^{-1}}$ per site, the 30000 discs would give only about $0.28\,k_0$, and half the full rate would need about 2 per cent of the surface. The motion must also be diffusive down to distances well below $a$. The many returns come from this fine-scale wandering. A particle that flew straight over distances larger than $a$ would leave the surface with fewer chances to find a disc, and the law $4Da$ would not apply. The numerical check treats the diffusive model alone.

\section*{Computed values}
\begin{verbatim}
sphere radius R = 1.000 um
disc radius a = 0.001 um
diffusion coefficient D = 1000 um^2/s
fully absorbing rate k0 = 12566.4 um^3/s
single-disc rate 4Da = 4.000 um^3/s
escape probability from height a = 0.000999
number of tries, scale R/a = 1000
half-rate disc number pi R/a = 3141.6
half-rate coverage = 0.0785 percent
N = 1000: coverage = 0.025 percent, k/k0 formula = 0.2415, multi-disc = 0.2458
N = 3000: coverage = 0.075 percent, k/k0 formula = 0.4885, multi-disc = 0.4985
N = 10000: coverage = 0.250 percent, k/k0 formula = 0.7609, multi-disc = 0.7740
N = 30000: coverage = 0.750 percent, k/k0 formula = 0.9052, multi-disc = 0.9158
For N = 30000:
  Na/(pi R) = 9.5493
  effective surface concentration cs/cinf = 0.0948
  sum of isolated-disc rates = 120000.0 um^3/s
  capture rate k = 11375.2 um^3/s
  capture rate k = 6.8503e+12 L/(mol s)
  cell factor 1-(4/pi)sqrt(f) = 0.8897
Same coverage, N = 300 and a = 0.010 um:
  k/k0 formula = 0.4885, multi-disc = 0.5224
Tests on a unit sphere with Na = pi R (formula k/k0 = 0.5):
  N = 100: multi-disc k/k0 = 0.5654
  N = 400: multi-disc k/k0 = 0.5304
  N = 1600: multi-disc k/k0 = 0.5146
  fitted sqrt(f) coefficient, N = 1600: 1.442
  round-cell coefficient 4/pi = 1.273
  400 discs bunched on 5 percent of area: 0.1682
  largest ripple/cinf at 0.1 spacing: 0.1009
  largest ripple/cinf at 1 spacing: 0.0008
Free-walk return fraction from 1.5 R = 0.6661
Repeated-contact simulation, N = 100, Na = pi R:
  restart height h/a = 0.050
  captured at first contact = 0.0262
  captured eventually = 0.5563
  mean contacts per particle = 283.3
\end{verbatim}
